# Figure of merit of two joined linear thermoelectric elements: an upper bound: a program that tests the result

```python
"""
Result under test: two linear thermoelectric elements joined in series or in
parallel (for charge and heat) never have a figure of merit zT above that of
the better element, provided both Onsager matrices are positive definite.

Symbols: drops x = (dV, dT), left minus right; fluxes (I, J_S) = L x, where
J_S = heat current / T is the entropy current, and
L = [[G, G S], [G S, K/T + G S^2]]; G electrical conductance at dT = 0,
S Seebeck coefficient, K thermal conductance at I = 0, R = 1/G,
zT = G S^2 T / K.  An element is a tuple (G, S, K) in SI units.
"""
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar


def onsager(element, T):
    G, S, K = element
    return np.array([[G, G * S], [G * S, K / T + G * S**2]])


def figure_of_merit(element, T):
    G, S, K = element
    return G * S**2 * T / K


# ---- joined elements from the balance of currents at the nodes ----
def parallel_fluxes(e1, e2, T):
    L1, L2 = onsager(e1, T), onsager(e2, T)
    return lambda x: L1 @ x + L2 @ x


def series_drop_on_first(e1, e2, T, x):
    """Drop over element 1 that makes both fluxes continuous at the joint."""
    L1, L2 = onsager(e1, T), onsager(e2, T)
    return np.linalg.solve(L1 + L2, L2 @ x)


def series_fluxes(e1, e2, T):
    L1 = onsager(e1, T)
    return lambda x: L1 @ series_drop_on_first(e1, e2, T, x)


def couple_fluxes(p_leg, n_leg, T):
    """Legs joined at the hot end; the voltage is taken between cold ends."""
    Lp, Ln = onsager(p_leg, T), onsager(n_leg, T)

    def fluxes(x):
        dV, dT = x
        hot_potential = (Ln[0, 0] * dV - (Lp[0, 1] + Ln[0, 1]) * dT) / (
            Lp[0, 0] + Ln[0, 0])
        in_p = Lp @ np.array([hot_potential, dT])
        in_n = Ln @ np.array([hot_potential - dV, dT])
        return np.array([in_p[0], in_p[1] + in_n[1]])
    return fluxes


def measure(fluxes, T):
    """G, S, K from their definitions as responses of a two-terminal device."""
    G = fluxes(np.array([1.0, 0.0]))[0]
    open_voltage = -fluxes(np.array([0.0, 1.0]))[0] / G
    K = T * fluxes(np.array([open_voltage, 1.0]))[1]
    return G, -open_voltage, K


def best_efficiency(fluxes, T):
    """Largest efficiency / Carnot efficiency, by search over the load."""
    S = measure(fluxes, T)[1]

    def negative_ratio(f):
        dV = -f * S
        current, entropy_current = fluxes(np.array([dV, 1.0]))
        return current * dV / entropy_current
    return -minimize_scalar(negative_ratio, bounds=(0, 1), method="bounded",
                            options={"xatol": 1e-9}).fun


def efficiency_formula(zT):
    m = np.sqrt(1 + zT)
    return (m - 1) / (m + 1)


# ---- derived formulas for the joined elements ----
def parallel_formula(e1, e2, T):
    (G1, S1, K1), (G2, S2, K2) = e1, e2
    G = G1 + G2
    return (G, (G1 * S1 + G2 * S2) / G,
            K1 + K2 + T * (S1 - S2)**2 * G1 * G2 / G)


def series_formula(e1, e2, T):
    (G1, S1, K1), (G2, S2, K2) = e1, e2
    R = 1 / G1 + 1 / G2 + T * (S1 - S2)**2 / (K1 + K2)
    return 1 / R, (S1 * K2 + S2 * K1) / (K1 + K2), K1 * K2 / (K1 + K2)


def couple_formula(p, n, T):
    return 1 / (1 / p[0] + 1 / n[0]), p[1] - n[1], p[2] + n[2]


# ---- random tests in dimensionless units, T = 1 ----
rng = np.random.default_rng(7)
pairs_tested = 3000
largest_ratio = {"parallel": 0.0, "series": 0.0, "couple": 0.0}
inside = outside = 0
for trial in range(pairs_tested):
    g, k = np.exp(rng.normal(size=2))
    first = (g, 1.5 * rng.normal(), k)
    if trial % 2:      # nearly proportional pair, where the bound is tight
        shift = np.exp(0.02 * rng.normal(size=3))
        scale = np.exp(rng.normal())
        second = (scale * g * shift[0], first[1] * shift[1],
                  scale * k * shift[2])
    else:
        g2, k2 = np.exp(rng.normal(size=2))
        second = (g2, 1.5 * rng.normal(), k2)
    mirrored = (second[0], -second[1], second[2])
    better = max(figure_of_merit(first, 1), figure_of_merit(second, 1))
    cases = {
        "parallel": (parallel_fluxes(first, second, 1),
                     parallel_formula(first, second, 1)),
        "series": (series_fluxes(first, second, 1),
                   series_formula(first, second, 1)),
        "couple": (couple_fluxes(first, mirrored, 1),
                   couple_formula(first, mirrored, 1))}
    for name, (fluxes, formula) in cases.items():
        measured = measure(fluxes, 1)
        assert np.allclose(measured, formula, rtol=1e-7, atol=1e-9)
        zT_joined = figure_of_merit(measured, 1)
        assert zT_joined <= better * (1 + 1e-8) + 1e-12
        largest_ratio[name] = max(largest_ratio[name], zT_joined / better)
    # dissipation is a sum of squares
    x = rng.normal(size=2)
    L = onsager(first, 1)
    current = (L @ x)[0]
    assert np.isclose(x @ L @ x, current**2 / first[0] + first[2] * x[1]**2)
    # zT is unchanged when the matrix is inverted
    M = np.linalg.inv(L)
    assert np.isclose(M[0, 1]**2 / np.linalg.det(M),
                      figure_of_merit(first, 1), rtol=1e-7)
    # zT <= 1 exactly when the deformed matrix has no negative eigenvalue
    r0 = np.sqrt(1 / 2)
    deformed = np.array([[r0 * L[0, 0], L[0, 1]], [L[0, 1], r0 * L[1, 1]]])
    is_positive = np.linalg.eigvalsh(deformed)[0] >= 0
    assert is_positive == (figure_of_merit(first, 1) <= 1)
    inside += is_positive
    outside += not is_positive
assert inside > 100 and outside > 100
assert min(largest_ratio.values()) > 0.995      # the bound is tight

# ---- worked example: two p-type legs, rough bismuth telluride values ----
T = 300.0
length_mm, area_mm2 = 1.0, 1.0
length, area = length_mm * 1e-3, area_mm2 * 1e-6


def leg(seebeck_uV, sigma_S_cm, kappa):
    return (sigma_S_cm * 100 * area / length, seebeck_uV * 1e-6,
            kappa * area / length)


inputs = {"A": (200.0, 1000.0, 1.5), "B": (120.0, 2500.0, 2.5)}
A, B = leg(*inputs["A"]), leg(*inputs["B"])
zA, zB = figure_of_merit(A, T), figure_of_merit(B, T)
B_n = (B[0], -B[1], B[2])
A_n = (A[0], -A[1], A[2])
single_A = lambda x: onsager(A, T) @ x
single_B = lambda x: onsager(B, T) @ x
devices = {"leg A": single_A, "leg B": single_B,
           "parallel": parallel_fluxes(A, B, T),
           "series": series_fluxes(A, B, T),
           "couple A, n-type B": couple_fluxes(A, B_n, T)}

print(f"T = {T:.0f} K, leg length {length_mm:.0f} mm, area {area_mm2:.0f} mm2")
for name, (s, sig, kap) in inputs.items():
    print(f"input {name}: S {s:.0f} uV/K, sigma {sig:.0f} S/cm, "
          f"kappa {kap:.1f} W/(m K)")
z = {}
for name, fluxes in devices.items():
    G, S, K = measure(fluxes, T)
    z[name] = figure_of_merit((G, S, K), T)
    eta = best_efficiency(fluxes, T)
    assert np.isclose(eta, efficiency_formula(z[name]), rtol=1e-6)
    assert z[name] <= max(zA, zB) * (1 + 1e-8)
    print(f"{name}: R {1e3 / G:.3f} mOhm, S {S * 1e6:.2f} uV/K, "
          f"K {K * 1e3:.4f} mW/K")
    print(f"   zT {z[name]:.4f}, best efficiency/Carnot {eta:.4f}")

# the chain of inequalities in numbers (parallel joint)
LA, LB = onsager(A, T), onsager(B, T)
r_A, r_B = [abs(L[0, 1]) / np.sqrt(L[0, 0] * L[1, 1]) for L in (LA, LB)]
assert np.isclose(r_A**2, zA / (1 + zA)) and np.isclose(r_B**2, zB / (1 + zB))
r0 = max(r_A, r_B)
left = abs(LA[0, 1] + LB[0, 1])
middle = r0 * (np.sqrt(LA[0, 0] * LA[1, 1]) + np.sqrt(LB[0, 0] * LB[1, 1]))
right = r0 * np.sqrt((LA + LB)[0, 0] * (LA + LB)[1, 1])
assert left <= middle <= right
print(f"coupling r: A {r_A:.4f}, B {r_B:.4f}")
print(f"chain: {left:.5f} <= {middle:.5f} <= {right:.5f} A/K")

# origin of the losses
dT = 10.0
S_parallel = measure(devices["parallel"], T)[1]
loop_current = (LA @ np.array([-S_parallel * dT, dT]))[0]
assert np.isclose(loop_current,
                  A[0] * B[0] / (A[0] + B[0]) * (A[1] - B[1]) * dT)
extra_K = measure(devices["parallel"], T)[2] - A[2] - B[2]
test_current = 0.1
R_series = 1 / measure(devices["series"], T)[0]
drop = series_drop_on_first(A, B, T, np.array([test_current * R_series, 0.0]))
joint_heating = -drop[1]
assert np.isclose(joint_heating,
                  T * (A[1] - B[1]) * test_current / (A[2] + B[2]))
extra_R = R_series - 1 / A[0] - 1 / B[0]
print(f"parallel, open circuit, dT {dT:.0f} K: loop current "
      f"{loop_current * 1e3:.2f} mA")
print(f"parallel: extra K from loop current {extra_K * 1e3:.4f} mW/K")
print(f"series, equal end temperatures, {test_current:.1f} A from A to B: "
      f"joint warms by {joint_heating:.3f} K")
print(f"series: extra R from Peltier heat {extra_R * 1e3:.3f} mOhm")

# equality needs proportional matrices, not merely equal zT
tripled = (3 * A[0], A[1], 3 * A[2])
C = (A[0], 0.6 * A[1], 0.36 * A[2])
assert np.isclose(figure_of_merit(C, T), zA)
for joint in (parallel_fluxes, series_fluxes):
    assert np.isclose(figure_of_merit(measure(joint(A, tripled, T), T), T), zA)
    z_equal = figure_of_merit(measure(joint(A, C, T), T), T)
    assert z_equal < 0.99 * zA
    print(f"A with C (same zT, S_C {C[1] * 1e6:.0f} uV/K, K_C "
          f"{C[2] * 1e3:.2f} mW/K), {joint.__name__[:-7]}: zT {z_equal:.4f}")

# opposite signs, and the need for positivity
z_cancel = figure_of_merit(measure(parallel_fluxes(A, A_n, T), T), T)
z_couple = figure_of_merit(measure(couple_fluxes(A, A_n, T), T), T)
assert z_cancel < 1e-12 and np.isclose(z_couple, zA)
print(f"A with its n-type mirror: parallel zT {abs(z_cancel):.4f}, "
      f"thermocouple zT {z_couple:.4f}")
active = (A[0], A[1], -A[2] / 3)
assert np.linalg.det(onsager(active, T)) < 0
z_active = figure_of_merit(measure(parallel_fluxes(A, active, T), T), T)
assert z_active > zA
print(f"A parallel to active element, K {active[2] * 1e3:.2f} mW/K: "
      f"zT {z_active:.3f}")


# ---- effects left out: finite span with Joule heat, constant properties ----
def span_efficiency(hot, cold, T_hot, T_cold):
    """Best efficiency of two segments in series, with Joule heat kept."""
    (G1, S1, K1), (G2, S2, K2) = hot, cold
    R1, R2 = 1 / G1, 1 / G2
    current_scale = max(S1, S2) * (T_hot - T_cold) / (R1 + R2)

    def negative_efficiency(f):
        I = f * current_scale
        T_joint = (K1 * T_hot + K2 * T_cold + I**2 * (R1 + R2) / 2) / (
            K1 + K2 + I * (S2 - S1))
        heat_in = S1 * I * T_hot + K1 * (T_hot - T_joint) - I**2 * R1 / 2
        heat_out = S2 * I * T_cold + K2 * (T_joint - T_cold) + I**2 * R2 / 2
        return -(heat_in - heat_out) / heat_in
    return -minimize_scalar(negative_efficiency, bounds=(0, 1),
                            method="bounded", options={"xatol": 1e-8}).fun


def relative_to_carnot(hot, cold, span):
    T_hot, T_cold = T + span / 2, T - span / 2
    return span_efficiency(hot, cold, T_hot, T_cold) / (1 - T_cold / T_hot)


half_A = (2 * A[0], A[1], 2 * A[2])
m = np.sqrt(1 + zA)
ratio_cold_hot = (T - dT / 2) / (T + dT / 2)
uniform_A = relative_to_carnot(half_A, half_A, dT)
assert np.isclose(uniform_A, (m - 1) / (m + ratio_cold_hot), rtol=1e-6)
linear_series = efficiency_formula(z["series"])
for label, hot, cold in (("A", A, B), ("B", B, A)):
    assert abs(relative_to_carnot(hot, cold, 0.1) / linear_series - 1) < 1e-3
    finite = relative_to_carnot(hot, cold, dT)
    assert finite < uniform_A
    print(f"series, span {dT:.0f} K, {label} hot: efficiency/Carnot "
          f"{finite:.4f}, shift {100 * (finite / linear_series - 1):+.2f} %")
print(f"A alone, span {dT:.0f} K: efficiency/Carnot {uniform_A:.4f}")

contact_ohm_cm2, air_kappa, fill = 1e-6, 0.026, 0.25
R_contacts = 2 * contact_ohm_cm2 * 1e-4 / area
z_contact = A[1]**2 * T / ((1 / A[0] + R_contacts) * A[2])
K_air = air_kappa * area * (1 / fill - 1) / length
z_air = A[0] * A[1]**2 * T / (A[2] + K_air)
K_side = 4 * constants.Stefan_Boltzmann * T**3 * 4 * np.sqrt(area) * length
drift = ((T + dT / 2)**2 - (T - dT / 2)**2) / T**2
assert z_contact < zA and z_air < zA
print(f"A, two contacts of {contact_ohm_cm2:.0e} Ohm cm2: zT {z_contact:.4f}")
print(f"A, air {air_kappa:.3f} W/(m K), fill {fill:.2f}: zT {z_air:.4f}")
print(f"A, black side radiation / K (upper size): {100 * K_side / A[2]:.2f} %")
print(f"zT drift over {dT:.0f} K if S~T, sigma~1/T, kappa fixed: "
      f"{100 * drift:.1f} %")

# wide span: each material is good only in its own half of the span
span = 100.0
good, poor = A, (A[0] / 3, A[1], A[2])
T_hot, T_cold = T + span / 2, T - span / 2
segmented = span_efficiency(good, good, T_hot, T_cold)
only_hot_good = span_efficiency(good, poor, T_hot, T_cold)
only_cold_good = span_efficiency(poor, good, T_hot, T_cold)
assert segmented > max(only_hot_good, only_cold_good)
print(f"span {span:.0f} K, sigma 3 times lower in the wrong half:")
print(f"   material good when hot {100 * only_hot_good:.2f} %, good when "
      f"cold {100 * only_cold_good:.2f} %, segmented {100 * segmented:.2f} %")

print(f"random pairs tested: {pairs_tested}; largest zT(joined)/zT(better):")
print("   " + ", ".join(f"{n} {v:.5f}" for n, v in largest_ratio.items()))
print("verified")
```

Printed output:

```
T = 300 K, leg length 1 mm, area 1 mm2
input A: S 200 uV/K, sigma 1000 S/cm, kappa 1.5 W/(m K)
input B: S 120 uV/K, sigma 2500 S/cm, kappa 2.5 W/(m K)
leg A: R 10.000 mOhm, S 200.00 uV/K, K 1.5000 mW/K
   zT 0.8000, best efficiency/Carnot 0.1459
leg B: R 4.000 mOhm, S 120.00 uV/K, K 2.5000 mW/K
   zT 0.4320, best efficiency/Carnot 0.0895
parallel: R 2.857 mOhm, S 142.86 uV/K, K 4.1371 mW/K
   zT 0.5180, best efficiency/Carnot 0.1040
series: R 14.480 mOhm, S 170.00 uV/K, K 0.9375 mW/K
   zT 0.6387, best efficiency/Carnot 0.1228
couple A, n-type B: R 14.000 mOhm, S 320.00 uV/K, K 4.0000 mW/K
   zT 0.5486, best efficiency/Carnot 0.1089
coupling r: A 0.6667, B 0.5493
chain: 0.05000 <= 0.05641 <= 0.05706 A/K
parallel, open circuit, dT 10 K: loop current 57.14 mA
parallel: extra K from loop current 0.1371 mW/K
series, equal end temperatures, 0.1 A from A to B: joint warms by 0.600 K
series: extra R from Peltier heat 0.480 mOhm
A with C (same zT, S_C 120 uV/K, K_C 0.54 mW/K), parallel: zT 0.7191
A with C (same zT, S_C 120 uV/K, K_C 0.54 mW/K), series: zT 0.7191
A with its n-type mirror: parallel zT 0.0000, thermocouple zT 0.8000
A parallel to active element, K -0.50 mW/K: zT 2.400
series, span 10 K, A hot: efficiency/Carnot 0.1245, shift +1.36 %
series, span 10 K, B hot: efficiency/Carnot 0.1248, shift +1.56 %
A alone, span 10 K: efficiency/Carnot 0.1480
A, two contacts of 1e-06 Ohm cm2: zT 0.7843
A, air 0.026 W/(m K), fill 0.25: zT 0.7605
A, black side radiation / K (upper size): 1.63 %
zT drift over 10 K if S~T, sigma~1/T, kappa fixed: 6.7 %
span 100 K, sigma 3 times lower in the wrong half:
   material good when hot 2.75 %, good when cold 2.77 %, segmented 4.75 %
random pairs tested: 3000; largest zT(joined)/zT(better):
   parallel 0.99995, series 0.99997, couple 0.99960
verified
```
